**Electron dose for a faint contrast in one pixel**

For Poisson arrival and one count per electron on the bright level, the program examines $N=(k/C)^2$ and $D=eN/a^2$. Here $N$ is the mean number of electrons per pixel, $C$ the contrast relative to the bright level, $k$ the signal-to-noise ratio with bright-pixel noise, $a$ the pixel side, $e$ the elementary charge and $D$ the dose. For $C=0.05$, $k=5$ and $a=1$ nm the output gives 10 000 electrons and 0.1602 C/cm², and simulated pixels return a ratio of 5.00. The program asserts that an explicit probability sum reproduces the Poisson law after random removal of electrons, and that electrons scattered over a checkerboard of pixels give the intended ratio. Further simulations test the formulas for two-pixel differences, detection efficiency, Poisson emission, beam fluctuation, probe blur and edge averaging. The charging field is compared with an integration of Coulomb's law over a charged disc and its image. Of the printed corrections that raise the dose, a probe 1.5 nm wide has the largest effect, bringing the dose to 2.13 C/cm² for an isolated dark pixel.

## Numerical verification

```python
"""
Electron dose needed to see a weak contrast in one image pixel.

Result under test: with Poisson arrival and one count per electron,
    N = (k / C)**2            electrons per pixel,
    D = e * N / a**2          dose,
where C = (bright mean - dark mean) / bright mean is the contrast,
k = (bright mean - dark mean) / (standard deviation of a bright pixel)
is the signal-to-noise ratio, a is the pixel side, e the elementary charge.
Corrections for yield statistics, beam fluctuation, probe blur and averaging
are tested by simulation; specimen damage and charging are sized.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.special import erf
from scipy.stats import binom, norm, poisson

rng = np.random.default_rng(12345)
e = const.e
SAMPLES = 200_000


def electrons_needed(snr, contrast):
    return (snr / contrast) ** 2


def dose_c_per_cm2(electrons, side_nm):
    return electrons * e / (side_nm * 1e-7) ** 2


def measured_snr(bright, dark):
    return (bright.mean() - dark.mean()) / bright.std()


def close(value, target, relative):
    return abs(value / target - 1) < relative


# Inputs: the posed problem, then rough values for a resist microscope
contrast, snr, side = 0.05, 5.0, 1.0
energy_ev, current_a = 500.0, 10e-12
probe_fwhm, beam_rms = 1.5, 0.005
depth_nm, density, eps_r = 10.0, 7.0, 10.0
breakdown_mv_cm, euv_mj_cm2 = 5.0, 50.0
edge_pixels = 100

n_ideal = electrons_needed(snr, contrast)
dose = dose_c_per_cm2(n_ideal, side)

# Random removal of electrons from a Poisson stream: explicit sum
mean_in, keep = 30.0, 0.95
n_values = np.arange(0, 200)
counts = np.arange(0, 100)
summed = np.array([np.sum(poisson.pmf(n_values, mean_in)
                          * binom.pmf(m, n_values, keep)) for m in counts])
assert np.max(np.abs(summed - poisson.pmf(counts, mean_in * keep))) < 1e-11

# Simulated pixels at the ideal dose; sampling error is about 0.2 percent
bright = rng.poisson(n_ideal, SAMPLES)
dark = rng.binomial(rng.poisson(n_ideal, SAMPLES), 1 - contrast)
snr_simulated = measured_snr(bright, dark)
assert close(snr_simulated, snr, 0.01)

# Electrons scattered over a checkerboard of 2 nm pixels, other C and k:
# tests the dose with its area units; sampling error is about 1 percent
test_c, test_k, test_side, cells = 0.2, 4.0, 2.0, 100
test_dose = dose_c_per_cm2(electrons_needed(test_k, test_c), test_side)
field_cm2 = (cells * test_side * 1e-7) ** 2
total = rng.poisson(test_dose * field_cm2 / e)
ix = (rng.random(total) * cells).astype(int)
iy = (rng.random(total) * cells).astype(int)
is_dark = (ix + iy) % 2 == 1
kept = ~is_dark | (rng.random(total) > test_c)
image = np.bincount((ix * cells + iy)[kept], minlength=cells**2)
gx, gy = np.divmod(np.arange(cells**2), cells)
dark_cell = (gx + gy) % 2 == 1
assert close(measured_snr(image[~dark_cell], image[dark_cell]), test_k, 0.05)

# Misjudged pixels with a threshold midway between the two mean levels
threshold = n_ideal * (1 - contrast / 2)
miss_bright = poisson.cdf(threshold, n_ideal)
miss_dark = poisson.sf(threshold, n_ideal * (1 - contrast))
miss_normal = norm.cdf(-snr / 2)
# skewness and whole-number counts shift the normal value by a few percent
assert close(miss_bright, miss_normal, 0.05)

# Difference of two single pixels: noise of both enters
n_pair = snr**2 * (2 - contrast) / contrast**2
pair = (rng.poisson(n_pair, SAMPLES)
        - rng.binomial(rng.poisson(n_pair, SAMPLES), 1 - contrast))
assert close(pair.mean() / pair.std(), snr, 0.01)

# Detection efficiency below one
efficiency = 0.3
n_eff = n_ideal / efficiency
b = rng.binomial(rng.poisson(n_eff, SAMPLES), efficiency)
d = rng.binomial(rng.poisson(n_eff, SAMPLES), efficiency * (1 - contrast))
assert close(measured_snr(b, d), snr, 0.01)


# Poisson emission of secondaries with mean yield delta
def electrons_emission(delta):
    return n_ideal * (1 + 1 / delta)


for delta in (0.6, 1.0, 1.8):
    n_em = electrons_emission(delta)
    b = rng.poisson(delta * rng.poisson(n_em, SAMPLES))
    d = rng.poisson(delta * (1 - contrast) * rng.poisson(n_em, SAMPLES))
    assert close(measured_snr(b, d), snr, 0.01)
n_emission = electrons_emission(1.0)

# Beam current fluctuating from pixel to pixel
n_beam = 1 / ((contrast / snr) ** 2 - beam_rms**2)
gain_b = 1 + beam_rms * rng.standard_normal(SAMPLES)
gain_d = 1 + beam_rms * rng.standard_normal(SAMPLES)
b = rng.poisson(n_beam * gain_b)
d = rng.poisson(n_beam * (1 - contrast) * gain_d)
assert close(measured_snr(b, d), snr, 0.01)

# Gaussian probe on an isolated dark pixel
sigma = probe_fwhm / (2 * np.sqrt(2 * np.log(2)))
overlap = (erf(side / (sigma * np.sqrt(2))) - sigma / side
           * np.sqrt(2 / np.pi) * (1 - np.exp(-side**2 / (2 * sigma**2))))
aimed = rng.random((2_000_000, 2)) * side
landed = aimed + sigma * rng.standard_normal(aimed.shape)
inside = np.mean(np.all((landed > 0) & (landed < side), axis=1))
assert close(inside, overlap**2, 0.01)
n_blur = n_ideal / overlap**4
b = rng.poisson(n_blur, SAMPLES)
d = rng.binomial(rng.poisson(n_blur, SAMPLES), 1 - contrast * inside)
assert close(measured_snr(b, d), snr, 0.015)

# Averaging equivalent pixels along a straight edge
n_edge = n_ideal / edge_pixels
b = rng.poisson(n_edge, (40_000, edge_pixels)).mean(axis=1)
d = rng.poisson(n_edge * (1 - contrast), (40_000, edge_pixels)).mean(axis=1)
assert close(measured_snr(b, d), snr, 0.02)

# Time, energy and charge for the specimen
dwell_s = n_ideal * e / current_a
field_s = dwell_s * (1000 / side) ** 2
fluence_j_cm2 = dose * energy_ev
ev_per_nm3 = n_ideal * energy_ev / side**2 / depth_nm
assert close(ev_per_nm3 * depth_nm * e * 1e14, fluence_j_cm2, 1e-10)
molar_mass = 118.71 + 2 * 15.999
atoms_nm3 = 3 * density / molar_mass * const.N_A * 1e-21
ev_per_atom = ev_per_nm3 / atoms_nm3

sheet = contrast * dose * 1e4
field_v_m = sheet / (const.epsilon_0 * eps_r)
field_mv_cm = field_v_m * 1e-8
# Coulomb's law on the axis of a wide charged disc and its image charge,
# halfway between them; the finite radius costs about 0.05 percent
z, radius = 10e-9, 20e-6


def ring(r):
    return sheet * z * r / (2 * const.epsilon_0 * eps_r
                            * (r * r + z * z) ** 1.5)


disc = quad(ring, 0, 10 * z)[0] + quad(ring, 10 * z, radius, limit=300)[0]
assert close(2 * disc, field_v_m, 2e-3)
retained = breakdown_mv_cm / field_mv_cm

print("INPUTS (microscope and resist values are rough)")
print(f"contrast: {100 * contrast:.1f} percent")
print(f"signal-to-noise ratio: {snr:.1f}")
print(f"pixel side: {side:.1f} nm")
print(f"landing energy: {energy_ev:.0f} eV")
print(f"beam current: {current_a * 1e12:.0f} pA")
print(f"probe full width at half maximum: {probe_fwhm:.1f} nm")
print(f"beam fluctuation, rms: {100 * beam_rms:.1f} percent")
print(f"energy-deposition depth: {depth_nm:.0f} nm")
print(f"SnO2 density: {density:.0f} g/cm3")
print(f"relative permittivity: {eps_r:.0f}")
print(f"breakdown field: {breakdown_mv_cm:.0f} MV/cm")
print(f"EUV exposure for comparison: {euv_mj_cm2:.0f} mJ/cm2")
print("IDEAL ESTIMATE")
print(f"elementary charge: {e:.4e} C")
print(f"electrons per pixel: {n_ideal:.0f}")
print(f"bright-pixel noise: {np.sqrt(n_ideal):.0f} counts")
print(f"bright minus dark: {contrast * n_ideal:.0f} counts")
print(f"relative shot noise: {100 / np.sqrt(n_ideal):.2f} percent")
print(f"charge per pixel: {n_ideal * e:.4e} C")
print(f"dose: {dose:.4f} C/cm2")
print(f"dose: {dose * 1e6:.0f} uC/cm2")
print(f"simulated signal-to-noise ratio: {snr_simulated:.2f}")
print(f"midway threshold: {threshold:.0f} counts")
print(f"bright pixels misjudged: {100 * miss_bright:.2f} percent")
print(f"dark pixels misjudged: {100 * miss_dark:.2f} percent")
print(f"normal estimate: {100 * miss_normal:.2f} percent")
print("CORRECTIONS, EACH ALONE")
print(f"two-pixel difference: {n_pair:.0f} electrons")
print(f"two-pixel dose: {dose_c_per_cm2(n_pair, side):.3f} C/cm2")
print(f"Poisson emission, mean 1: {n_emission:.0f} electrons")
print(f"emission dose: {dose_c_per_cm2(n_emission, side):.3f} C/cm2")
print(f"beam fluctuation: {n_beam:.0f} electrons")
print(f"fluctuation dose: {dose_c_per_cm2(n_beam, side):.3f} C/cm2")
print(f"probe standard deviation: {sigma:.3f} nm")
print(f"one-dimensional overlap f: {overlap:.3f}")
print(f"blurred contrast: {100 * contrast * overlap**2:.2f} percent")
print(f"blur dose factor: {overlap**-4:.1f}")
print(f"blur dose: {dose_c_per_cm2(n_blur, side):.2f} C/cm2")
print(f"pixels averaged along edge: {edge_pixels}")
print(f"edge dose: {dose_c_per_cm2(n_edge, side) * 1e6:.0f} uC/cm2")
print("SPECIMEN AND TIME AT THE IDEAL DOSE")
print(f"dwell time per pixel: {dwell_s * 1e6:.0f} us")
print(f"time for 1 um2: {field_s:.0f} s")
print(f"incident energy: {fluence_j_cm2:.1f} J/cm2")
print(f"ratio to EUV exposure: {fluence_j_cm2 * 1e3 / euv_mj_cm2:.0f}")
print(f"energy density, upper bound: {ev_per_nm3:.2e} eV/nm3")
print(f"SnO2 atom density: {atoms_nm3:.0f} atoms/nm3")
print(f"energy per atom, upper bound: {ev_per_atom:.0f} eV")
print(f"unbalanced charge: {contrast * n_ideal / side**2:.0f} e/nm2")
print(f"field if none leaks: {field_mv_cm:.0f} MV/cm")
print(f"charge share held at breakdown: {100 * retained:.3f} percent")
print("all assertions hold")
```

It prints:

```
INPUTS (microscope and resist values are rough)
contrast: 5.0 percent
signal-to-noise ratio: 5.0
pixel side: 1.0 nm
landing energy: 500 eV
beam current: 10 pA
probe full width at half maximum: 1.5 nm
beam fluctuation, rms: 0.5 percent
energy-deposition depth: 10 nm
SnO2 density: 7 g/cm3
relative permittivity: 10
breakdown field: 5 MV/cm
EUV exposure for comparison: 50 mJ/cm2
IDEAL ESTIMATE
elementary charge: 1.6022e-19 C
electrons per pixel: 10000
bright-pixel noise: 100 counts
bright minus dark: 500 counts
relative shot noise: 1.00 percent
charge per pixel: 1.6022e-15 C
dose: 0.1602 C/cm2
dose: 160218 uC/cm2
simulated signal-to-noise ratio: 5.00
midway threshold: 9750 counts
bright pixels misjudged: 0.61 percent
dark pixels misjudged: 0.52 percent
normal estimate: 0.62 percent
CORRECTIONS, EACH ALONE
two-pixel difference: 19500 electrons
two-pixel dose: 0.312 C/cm2
Poisson emission, mean 1: 20000 electrons
emission dose: 0.320 C/cm2
beam fluctuation: 13333 electrons
fluctuation dose: 0.214 C/cm2
probe standard deviation: 0.637 nm
one-dimensional overlap f: 0.524
blurred contrast: 1.37 percent
blur dose factor: 13.3
blur dose: 2.13 C/cm2
pixels averaged along edge: 100
edge dose: 1602 uC/cm2
SPECIMEN AND TIME AT THE IDEAL DOSE
dwell time per pixel: 160 us
time for 1 um2: 160 s
incident energy: 80.1 J/cm2
ratio to EUV exposure: 1602
energy density, upper bound: 5.00e+05 eV/nm3
SnO2 atom density: 84 atoms/nm3
energy per atom, upper bound: 5958 eV
unbalanced charge: 500 e/nm2
field if none leaks: 9048 MV/cm
charge share held at breakdown: 0.055 percent
all assertions hold
```
